Fourier Transform of a Solid-Harmonic Gaussian: Exponent, Phase and Limits, part 2

Part I proved that a solid harmonic times a Gaussian keeps its form under the Fourier transform. This part treats normalization, consequences, limits and a worked example. Atomic units are used (bohr, bohr⁻¹, hartree, ħ = 1), with

F[f](k) = (2π)^(−3/2) ∫ e^(−ik·r) f(r) d³r   (1)

For real f, F(−k) = F(k)*. Throughout, ν = l + 3/2, powers of a are principal values, and a is real and positive unless the contrary is said.

With P_l(u) = [1/(2^l l!)] (d/du)^l (u² − 1)^l and D_lm its m-th derivative, for 0 ≤ m ≤ l

Y_lm(θ, φ) = (−1)^m A_lm sin^m θ D_lm(cos θ) e^(imφ),   Y_l,−m = (−1)^m Y_lm*,   (2)

where A_lm > 0 is fixed by ∫ |Y_lm|² dΩ = 1. The solid harmonic S_lm(r) = r^l Y_lm(r̂) is a homogeneous polynomial of degree l, with ∇²S_lm = 0 and r·∇S_lm = l S_lm.

The results below hold for Re a > 0.

**Theorem 1.**

F[r^l Y_lm(r̂) e^(−ar²)](k) = (−i)^l (2a)^(−(l+3/2)) k^l Y_lm(k̂) e^(−bk²),   b = 1/(4a).   (3)

**Lemma 2.** For any complex w,

J(a, w) = ∫ e^(−ax² + wx) dx = √π a^(−1/2) e^(w²/4a),   (6)

and J₀(a) = J(a, 0).

**Lemma 3.** For any polynomial P,

F[P e^(−ar²)](k) = (2a)^(−3/2) e^(−k²/4a) (GP)(c),   c = −ik/(2a),   (7)

GP = Σ_n (∇²)^n P / [n! (4a)^n] = P + ∇²P/(4a) + (∇²)²P/(32a²) + …

The proof applies (6) on each axis with w_j = t_j − ik_j, then applies P(∂_t) at t = 0.

With an extra factor r²,

F[r² S_lm e^(−ar²)] = (−i)^l (2a)^(−(l+3/2)) S_lm(k) [(2l+3)/(2a) − k²/(4a²)] e^(−bk²).   (11)

The prefactor r² alone gives a node at k = √(6a); x² gives (2a)^(−5/2) at k = 0.

The example uses l = 2, m = 1, a = 2 bohr⁻² and k = (1, 0.5, 2) bohr⁻¹.

### Lemma 4. Radial integrals

For γ > 0 and s > 0,

∫₀^∞ r^(2s−1) e^(−γr²) dr = Γ(s)/(2γ^s).   (12)

Proof. Put ξ = γr², so that r = (ξ/γ)^(1/2) and r dr = dξ/(2γ). Then r^(2s−1) dr = r^(2s−2) r dr = (ξ/γ)^(s−1) dξ/(2γ), and the integral is (2γ^s)^(−1) ∫₀^∞ ξ^(s−1) e^(−ξ) dξ, the last integral being the definition of Γ(s). ∎

Integration by parts of that definition gives Γ(s+1) = sΓ(s), and (12) at s = 1/2, γ = 1, compared with half of J₀(1) = √π, gives Γ(1/2) = √π.

### Corollary 1. Normalized primitives map onto normalized primitives

Define χ_lm^a(r) = N_l(a) S_lm(r) e^(−ar²) with N_l(a) > 0 and ∫ |χ|² d³r = 1. Then

N_l(a)² = 2(2a)^ν/Γ(ν),   F[χ_lm^a] = (−i)^l χ_lm^b,   b = 1/(4a).   (13)

Proof. The angular integral of |Y_lm|² is one, and the radial integral is ∫ r^(2l+2) e^(−2ar²) dr, which is (12) with 2s − 1 = 2l + 2, so s = ν, and γ = 2a. This gives 1 = N² Γ(ν)/[2(2a)^ν]. For the exponent b one has 2b = 1/(2a), so N_l(b)² = 2(2a)^(−ν)/Γ(ν) = N_l(a)² (2a)^(−2ν). Taking positive roots,

N_l(b) = N_l(a) (2a)^(−ν).   (14)

Multiplying Theorem 1 by N_l(a) and using (14) gives the second part of (13). ∎

This is the sense in which the transform "has the same form with phase (−i)^l": for real a and normalized functions, the phase is the whole prefactor. The transform has unit norm in k space, so |F[χ]|² can serve directly as the probability density of momentum.

The overlap of two primitives with the same l and m is also preserved. By (12) with γ = a + a′ it is N_l(a) N_l(a′) Γ(ν)/[2(a + a′)^ν] = [2√(aa′)/(a + a′)]^ν. Under a → 1/(4a), a′ → 1/(4a′), the root √(aa′) becomes 1/[4√(aa′)] and the sum becomes (a + a′)/(4aa′), so their ratio becomes √(aa′)/(a + a′) again. The two phases (−i)^l cancel between the function and the conjugated function.

### Remark 3. Complex exponents

For complex a the density |e^(−ar²)|² is e^(−2(Re a) r²), so the normalizing constant is N_l(Re a). From 2 Re b = 2 Re a/|2a|² and N_l(α) ∝ (2α)^(ν/2) it follows that N_l(Re b) = N_l(Re a) |2a|^(−ν). Normalization absorbs the modulus of (2a)^(−ν) = |2a|^(−ν) e^(−iν arg a) and leaves its phase. The normalized function maps onto the normalized function times (−i)^l e^(−iν arg a), and for real a this is the bare phase (−i)^l. For non-real a the extra factor equals one only where ν arg a is a non-zero multiple of 2π, which |arg a| < π/2 allows only for ν > 4, that is l ≥ 3.

### Corollary 2. Other conventions, inversion and the self-dual exponent

(a) With the kernel e^(+ik·r) the transform is F[f](−k). Since S_lm(−k) = (−1)^l S_lm(k) and (−i)^l (−1)^l = i^l, the phase is i^l. For odd l the sign of the result depends on the sign convention of the kernel, and for even l it does not.

(b) Without the factor (2π)^(−3/2) in the definition, the constant is (2π)^(3/2) (2a)^(−ν) = π^(3/2) 2^(−l) a^(−ν). The exponent and the phase are unchanged, and Corollary 1 acquires the factor (2π)^(3/2).

(c) The map a → 1/(4a) is its own inverse, because 1/(4b) = a. Applying (13) twice gives F[F[χ_lm^a]] = (−i)^(2l) χ_lm^a = (−1)^l χ_lm^a, which is χ_lm^a(−r). Applying F and then the transform with the opposite kernel gives i^l (−i)^l = 1, so Fourier inversion holds on these functions by direct calculation.

(d) The fixed point of a → 1/(4a) among positive numbers is a = 1/2. There χ_lm is an eigenfunction of F with eigenvalue (−i)^l, the arguments being compared as pure numbers in atomic units.

(e) For a primitive centred at R, the substitution r = R + s in the defining integral gives

F[χ(r − R)](k) = e^(−ik·R) (−i)^l χ_lm^b(k).   (15)

The momentum density of a single primitive does not depend on its centre. For a sum over centres the factors e^(−ik·R) interfere with one another and with the phases (−i)^l.

### Corollary 3. Widths and kinetic energy

For χ_lm^a with real a,

⟨r²⟩ = (2l+3)/(4a),   ⟨k²⟩ = (2l+3) a,   ⟨r²⟩⟨k²⟩ = ν²,   T = ⟨−∇²/2⟩ = νa.   (16)

Proof. By (12) with s = ν + 1 and s = ν at γ = 2a,

⟨r²⟩ = [Γ(ν+1)/(2a)^(ν+1)] / [Γ(ν)/(2a)^ν] = ν/(2a) = (2l+3)/(4a).

By (13) the momentum density is |χ_lm^b(k)|², the same function with b in place of a, so ⟨k²⟩ = ν/(2b) = 2aν = (2l+3)a. The product is [ν/(2a)] · 2aν = ν².

The kinetic energy can be obtained in position space, without the transform. For g = e^(−ar²), ∇g = −2a r g and ∇²g = (4a²r² − 6a) g. The product rule with ∇²S = 0 and r·∇S = lS gives

∇²(S g) = S (4a²r² − 6a) g − 4a (r·∇S) g = [4a²r² − (4l + 6) a] S g.   (17)

Hence ⟨−∇²⟩ = (4l+6)a − 4a²⟨r²⟩ = (4l+6)a − (2l+3)a = (2l+3)a, which agrees with ⟨k²⟩, and T is half of it. ∎

The product ν² does not depend on a: tightening the function by a factor in r widens it by the same factor in k. In the limit a → ∞ the function contracts to a point and b → 0, so its transform spreads over ever larger k. In the limit a → 0 the roles are exchanged, and the momentum density contracts to k = 0. The product grows with l. The factor r^l moves density away from r = 0, and by Theorem 1 the same factor k^l moves density away from k = 0, so both moments rise together, each in proportion to ν.

### Remark 4. The oscillator behind the theorem

Equation (17) can be rearranged as

(−∇²/2 + 2a²r²) χ = (2l+3) a χ.

With ω = 2a this reads (−∇²/2 + ω²r²/2) χ = (l + 3/2) ω χ. The primitive is an eigenstate of the isotropic harmonic oscillator of frequency 2a, with no radial node, and T = νa is half of its energy. The potential energy 2a²⟨r²⟩ = νa is the other half. At ω = 1, the self-dual case a = 1/2, the Hamiltonian (k² + r²)/2 is symmetric between position and momentum. The function r² S g is not such an eigenstate of the same oscillator, and by (11) it does not keep its form.

### Corollary 4. Peaks of the radial densities

The radial density in position space is proportional to r^(2l+2) e^(−2ar²). Its logarithmic derivative (2l+2)/r − 4ar decreases from positive to negative values and vanishes once, at the maximum

r_max = √[(l+1)/(2a)].

Replacing a by b and using 1/(2b) = 2a gives the maximum in momentum space,

k_max = √[2a(l+1)],   r_max k_max = l + 1.   (18)

### Corollary 5. Weight beyond a cutoff

The part of the momentum density outside the sphere |k| = K is

η(K) = ∫_(|k|>K) |χ_lm^b|² d³k = Q(ν, X),   X = K²/(2a),   (19)

where Q(s, X) = Γ(s)^(−1) ∫_X^∞ ξ^(s−1) e^(−ξ) dξ is the regularized upper incomplete gamma function.

Proof. The substitution of Lemma 4 with γ = 2b turns N_l(b)² ∫_K^∞ k^(2l+2) e^(−2bk²) dk into N_l(b)² [2(2b)^ν]^(−1) ∫_X^∞ ξ^(ν−1) e^(−ξ) dξ with X = 2bK² = K²/(2a). By (13), N_l(b)²/[2(2b)^ν] = 1/Γ(ν). ∎

A plane-wave basis with energy cutoff E_cut = K²/2 keeps the sphere |k| < K. If X_l(η) solves Q(ν, X) = η, then

E_cut = a X_l(η).   (20)

At fixed l and η the cutoff is proportional to the exponent, and the ratio E_cut/T = X_l/ν is independent of it. The statement concerns one isolated primitive and a continuum of wave vectors. In a periodic cell the integral over k becomes a sum over reciprocal-lattice vectors, and (19) is its limit as the cell grows. The approach is not monotone, because shells of reciprocal-lattice vectors cross the sphere |k| = K as the cell changes. For the d primitive of the worked example (a = 2 bohr⁻², η = 0.001), the sum over the reciprocal-lattice vectors of a cubic cell gives a discarded weight of about 0.00104, 0.00091, 0.00096 and 0.00100 for edges of 6, 8, 10 and 15 bohr.

The cutoff rises with l at fixed a and η. Integration by parts gives ∫_X^∞ ξ^s e^(−ξ) dξ = X^s e^(−X) + s ∫_X^∞ ξ^(s−1) e^(−ξ) dξ, and division by Γ(s+1) = sΓ(s) gives

Q(s+1, X) = Q(s, X) + X^s e^(−X)/Γ(s+1) > Q(s, X) for X > 0.   (21)

Since Q decreases in X, a larger X is needed to bring Q(ν+1, X) down to the same η, so X_(l+1) > X_l.

The kinetic energy converges more slowly than the norm. The part of ⟨k²⟩ outside the sphere has one more power of ξ in the integrand, and its total is proportional to Γ(ν+1), so the fraction of the kinetic energy carried by |k| > K is Q(ν+1, X). By (21) this exceeds η(K). It equals the norm fraction of a primitive with angular momentum l + 1 and the same exponent, so the cutoff that leaves out a fraction η of the kinetic energy of an l primitive is a X_(l+1)(η).

### Remark 5. Where the result stops

Exponent. For Re a ≤ 0 the modulus of the integrand does not decay, the integral (1) does not converge absolutely, and the proof of Lemma 2 does not apply.

Contracted functions. A contraction Σ_p d_p χ_lm^(a_p) transforms term by term into (−i)^l Σ_p d_p χ_lm^(b_p) with b_p = 1/(4a_p). When the coefficients d_p refer to normalized primitives they are unchanged. When they refer to unnormalized primitives each is multiplied by its own (2a_p)^(−ν). The order of the exponents is reversed: the tightest primitive in r is the most diffuse in k, and it decays most slowly there.

Mixed angular momenta. A harmonic polynomial that is not homogeneous has GP = P, but each degree is scaled separately. For P = 1 + κz with real κ the transform is (2a)^(−3/2) [1 − iκk_z/(2a)] e^(−bk²). In position space the density factor (1 + κz)² has the term 2κz, which shifts density along z. In momentum space the factor is 1 + κ²k_z²/(4a²), even in k_z, as the relation F(−k) = F(k)* requires of a real function. Omitting the phase −i would give [1 + κk_z/(2a)]², with a term odd in k_z and hence a non-zero mean momentum, which a real orbital cannot have.

Anisotropic Gaussians. For exp(−a₁x² − a₂y² − a₃z²), Lemma 2 still applies on each axis, and repeating the proof of Lemma 3 gives c_j = −ik_j/(2a_j) and G = exp[Σ_j ∂_j²/(4a_j)]. The harmonic polynomial x² − y² then has GP = x² − y² + 1/(2a₁) − 1/(2a₂), so its transform is non-zero at k = 0 when a₁ ≠ a₂. The polynomial x + y has GP = P, but c scales its two terms by the different factors 1/(2a₁) and 1/(2a₂), so it too changes form when a₁ ≠ a₂. Some prefactors survive: xy and xyz have GP = P and are only multiplied by a constant, and x² − y² keeps its form when a₁ = a₂, whatever a₃ is. The theorem as a statement about every harmonic polynomial needs the same exponent on all three axes.

### Worked example

The parameters are round model values: a normalized d primitive with l = 2, m = 1, a = 2 bohr⁻², evaluated at k = (1, 0.5, 2) bohr⁻¹. No material is modelled, so the digits serve to let the arithmetic be followed.

Angular part. From the Rodrigues formula, (u² − 1)² = u⁴ − 2u² + 1 has the second derivative 12u² − 4, so P₂ = (12u² − 4)/8 = (3u² − 1)/2 and D₂₁ = 3u. Definition (2) gives Y₂₁ = −3A₂₁ sin θ cos θ e^(iφ). Normalization requires 9A₂₁² · 2π ∫ (1 − u²) u² du = 1 over −1 ≤ u ≤ 1, where the integral is 2/3 − 2/5 = 4/15, so (3A₂₁)² = 15/(8π) and

S₂₁(k) = −√(15/8π) k_z (k_x + ik_y).

At the chosen point k_z (k_x + ik_y) = 2(1 + 0.5i) = 2 + i bohr⁻², and √(15/8π) = 0.772548, so

k² Y₂₁(k̂) = −1.545097 − 0.772548 i bohr⁻².

In polar form, k² = 1 + 0.25 + 4 = 5.25 bohr⁻², |k| = 2.291288 bohr⁻¹, cos θ = 2/2.291288 = 0.872872 and φ = arctan(0.5) = 0.463648 rad. Dividing the solid harmonic by 5.25 gives Y₂₁ = −0.294304 − 0.147152 i.

Exponent and constants. The momentum exponent is b = 1/(4 · 2) = 0.125 bohr², so bk² = 0.125 × 5.25 = 0.65625 and e^(−bk²) = 0.518793. With ν = 7/2, Γ(7/2) = (5/2)(3/2)(1/2)√π = 3.323351 and (2a)^(−7/2) = 4^(−7/2) = 0.0078125 bohr⁷. Then

N₂(a) = √[2/(0.0078125 × 3.323351)] = 8.776713 bohr^(−7/2),

N₂(a) (2a)^(−7/2) = 8.776713 × 0.0078125 = 0.0685681 bohr^(7/2),

and N₂(b), evaluated from (13) with b = 0.125 as √(2 × 0.0078125/3.323351), is also 0.0685681 bohr^(7/2), as (14) states.

Transform. The phase is (−i)² = −1, so

F[χ](k) = (−1) × 0.0685681 × 0.518793 × (−1.545097 − 0.772548 i) = 0.054963 + 0.027482 i bohr^(3/2).

Direct three-dimensional quadrature of the defining integral gives 0.054963 + 0.027482 i bohr^(3/2). Without the phase, both parts would have the opposite sign.

Moments. From (16), ⟨r²⟩ = 7/8 = 0.875 bohr², ⟨k²⟩ = 7 × 2 = 14 bohr⁻², and the product is 12.25 = (7/2)². The kinetic energy is T = 3.5 × 2 = 7 hartree = 190.48 eV. From (18) the radial densities peak at r = √(3/4) = 0.866025 bohr and k = √12 = 3.464102 bohr⁻¹, whose product is l + 1 = 3.

Non-harmonic prefactors at the same exponent. The quadrature transform of r² e^(−ar²) changes sign at k = 3.464102 bohr⁻¹, which is √(6a) = √12. This number coincides with the peak just given because 2a(l+1) equals 6a at l = 2; for any other l the two expressions differ. The quadrature transform of x² e^(−ar²) at k = 0 is 0.03125 bohr⁵, which is (2a)^(−5/2) = 1/32, where the rule for harmonic prefactors would give zero.

Cutoffs. For η = 0.001, measured relative to the total weight of one, the solutions of Q(ν, X) = η and the resulting K = √(2aX) and E_cut = aX are:

l = 0: X = 8.1331, K = 5.7037 bohr⁻¹, E_cut = 16.266 hartree = 442.6 eV
l = 1: X = 10.2575, K = 6.4055 bohr⁻¹, E_cut = 20.515 hartree = 558.2 eV
l = 2: X = 12.1609, K = 6.9745 bohr⁻¹, E_cut = 24.322 hartree = 661.8 eV
l = 3: X = 13.9386, K = 7.4669 bohr⁻¹, E_cut = 27.877 hartree = 758.6 eV

For the d primitive, K = √(4 × 12.1609) = 6.9745 bohr⁻¹ and E_cut = 2 × 12.1609 = 24.322 hartree. The values rise with l, as (21) requires. The d cutoff lies at about twice the peak wave vector 3.46 bohr⁻¹ and at more than three times the mean kinetic energy of 7 hartree. To leave out no more than 0.001 of the kinetic energy of the d primitive, rather than of its norm, the last paragraph of Corollary 5 calls for the l = 3 entry, 27.877 hartree.

The numerical check that follows tests Theorem 1 against Cartesian quadrature of the defining integral for all l ≤ 4 and all m, with real and complex exponents and both signs of the kernel; for the kernel e^(−ik·r) and unnormalized functions the largest absolute deviation is 6.4 × 10⁻¹⁴ in atomic units.

Numbers as computed

```
largest |quadrature - formula|, l<=4: 6.4e-14
l = 2, m = 1, a = 2.0 bohr^-2
b = 1/(4a) = 0.125000 bohr^2
k = (1.0, 0.5, 2.0) bohr^-1
|k|^2 = 5.250000 bohr^-2, |k| = 2.291288 bohr^-1
cos(theta_k) = 0.872872, phi_k = 0.463648 rad
Gamma(l+3/2) = 3.323351
N_l(a) = 8.776713 bohr^-7/2
(2a)^-(l+3/2) = 0.0078125 bohr^7
N_l(a) (2a)^-(l+3/2) = 0.0685681 bohr^7/2
N_l(b) = 0.0685681 bohr^7/2
phase (-i)^l = -1
Y_lm(k) = -0.294304 -0.147152 i
k^l Y_lm(k) = -1.545097 -0.772548 i bohr^-2
b k^2 = 0.656250, exp(-b k^2) = 0.518793
transform, formula    = +0.054963 +0.027482 i bohr^3/2
transform, quadrature = +0.054963 +0.027482 i bohr^3/2
<r^2> = 0.875000 bohr^2
<k^2> = 14.000000 bohr^-2
<r^2><k^2> = 12.250000
T = 7.000000 hartree = 190.480 eV
radial density peak r = 0.866025 bohr
radial density peak k = 3.464102 bohr^-1
r^2 prefactor: node at k = 3.464102 bohr^-1
x^2 prefactor: transform at k=0 = 0.031250 bohr^5
norm left outside the cutoff = 0.001
l=0: K^2/(2a) = 8.1331, K = 5.7037 bohr^-1, E_cut = 16.266 hartree = 442.6 eV
l=1: K^2/(2a) = 10.2575, K = 6.4055 bohr^-1, E_cut = 20.515 hartree = 558.2 eV
l=2: K^2/(2a) = 12.1609, K = 6.9745 bohr^-1, E_cut = 24.322 hartree = 661.8 eV
l=3: K^2/(2a) = 13.9386, K = 7.4669 bohr^-1, E_cut = 27.877 hartree = 758.6 eV
```
